Surviving facets from the convex hull of normals divided by speeds

**Result**

A crystal may grow facets with unit outward normals n_i, each moving along its normal at a constant speed v_i > 0. To find which of them remain when growth starts from a point, plot the points

p_i = n_i / v_i

and take their convex hull. Facet i has positive area if and only if p_i is a vertex of the hull. A point strictly inside the hull belongs to a facet that is absent. A point on the hull boundary that is not a vertex is marginal: its facet has no area when growth starts from a point, but it can persist with a bounded width when growth starts from a seed of finite size. In three dimensions its length may still grow with time.

Three assumptions hold throughout. The speeds do not depend on time, on facet size or on neighbouring facets. Every listed facet may form wherever its plane cuts the crystal. The normals are distinct, and the hull has the origin strictly inside. This last condition makes the crystal bounded: every direction d then has some p_j·d > 0, so some plane stops growth along d.

**A crystal small enough to do by hand**

Take a two-dimensional crystal with four edges of normals (±1, 0) and (0, ±1), all of speed 1, and one diagonal edge of normal (1, 1)/√2 and speed v. After unit time the four edges enclose the square |x| ≤ 1, |y| ≤ 1. Its corner (1, 1) lies at distance √2 from the origin along the diagonal normal. The diagonal edge cuts off this corner if v < √2. If v > √2, its line has already run past the corner.

Now plot the points. The edges give (±1, 0) and (0, ±1), and the diagonal gives

p = (1, 1)/(√2 v).

The hull of the first four points has the side p_x + p_y = 1 in this quadrant. For the diagonal point,

p_x + p_y = 2/(√2 v) = √2/v.

This exceeds 1, making the point a new vertex, when v < √2. Both constructions give the same verdict. A slow facet has a point far from the origin, and it survives because its plane stays behind the corner where its neighbours would otherwise meet.

A finite seed shows how a facet dies. Let all five lines start at distance 1 from the origin. At time t the diagonal line is

x + y = √2 (1 + v t).

It meets x = 1 + t at y = √2(1 + v t) − (1 + t). By symmetry its other end has x and y exchanged, so its length is √2 (x − y):

L = √2 [2(1 + t) − √2(1 + v t)]
  = 2(√2 − 1) + 2(√2 − v) t.

For v < √2 the edge grows. For v > √2 it vanishes at t = (√2 − 1)/(v − √2). For v = √2 it keeps its initial length for ever, while the rest of the crystal grows around it. This is the marginal case.

**The growth law in general**

Let the seed be convex and bounded by the listed planes, and let h_i be the largest value of n_i·x on it. Plane i is then at distance h_i + v_i t, and the crystal is the region behind all planes:

S(t) = {x : n_i·x ≤ h_i + v_i t for all i}.

A point seed has h_i = 0. Dividing every inequality by t shows that S(t) = tW, where

W = {x : n_i·x ≤ v_i for all i} = {x : p_i·x ≤ 1 for all i}.

The shape stays the same and its size is proportional to t, so it is enough to study W. Lengths in W are lengths per unit time.

**Why the vertices are the survivors**

Let Q_i be the body bounded by all planes except plane i. Define the critical speed of facet i as

v_i^c = largest value of n_i·x on Q_i,

which may be infinite. Facet i has area exactly when v_i < v_i^c, for two reasons.

If v_i < v_i^c, then Q_i contains a small ball around the origin and also a point beyond plane i. Being convex, it contains everything between the two, and plane i cuts this region in a piece of positive area.

If v_i ≥ v_i^c, plane i can at most touch the boundary of Q_i. That boundary consists of finitely many planar pieces, so a contact of positive area would make plane i coincide with some plane j. Equal normals are excluded, and opposite normals would put the two planes on opposite sides of the origin. The contact therefore has no area.

It remains to connect v_i < v_i^c with the hull. Let K_i be the convex hull of the origin and all p_j with j ≠ i.

First, suppose p_i lies in K_i. Then

p_i = Σ μ_j p_j, with μ_j ≥ 0 and Σ μ_j ≤ 1,

where the sums run over j ≠ i. Every x in Q_i has p_j·x ≤ 1, so

p_i·x = Σ μ_j p_j·x ≤ Σ μ_j ≤ 1.

Hence n_i·x ≤ v_i on all of Q_i, so v_i^c ≤ v_i and the facet has no area.

Second, suppose p_i lies outside K_i. Let q* be the point of K_i nearest to p_i, and set y = p_i − q*. No point q of K_i can have y·q > y·q*, since moving from q* towards it would reduce the distance to p_i. On the other side, y·p_i = y·q* + |y|². Choose a number c between y·q* and y·p_i. Since the origin belongs to K_i, y·q* ≥ 0 and therefore c > 0. The point x = y/c then satisfies

p_j·x < 1 for all j ≠ i, and p_i·x > 1.

It lies in Q_i and beyond plane i, so v_i < v_i^c and the facet has area.

Finally, "p_i outside K_i" means the same as "p_i is a vertex". A vertex cannot be an average of other points of the hull, so it is not in K_i. A non-vertex is an average of the vertices, all of which are other points p_j, so it is in K_i. This completes the proof.

The hull also gives the shape. Write a hull face as a·p = 1, with a·p_j ≤ 1 for every point. Multiplying by v_j gives n_j·a ≤ v_j, with equality for the points on the face. The vector a is therefore the corner of W where those planes meet.

**What a finite seed changes**

Let σ_i(t) be the largest n_i·x behind all moving planes except plane i, and define the margin

g_i(t) = σ_i(t) − h_i − v_i t.

The facet has area when g_i > 0. If x₁ is allowed at t₁ and x₂ at t₂, their weighted average is allowed at the equally weighted average time, because the inequalities are linear. So σ_i is concave in t, and so is g_i. Also g_i(0) ≥ 0, because the seed touches plane i. A concave function that is non-negative at time zero and negative at t₁ cannot be non-negative later, since its value at t₁ would then have to be at least an average of two non-negative values. A lost facet does not return.

For the long-time verdict, put the origin in the seed, so that h_j ≥ 0, and let τ be the largest h_j/v_j. Then v_j t ≤ h_j + v_j t ≤ v_j (t + τ). For finite v_i^c this gives

(v_i^c − v_i) t − h_i ≤ g_i(t) ≤ (v_i^c − v_i) t + τ v_i^c − h_i.

If v_i < v_i^c, the margin finally grows and the facet survives. If v_i > v_i^c, it becomes negative in finite time. If the two are equal, the margin stays bounded. A concave function that is bounded below at all later times cannot decrease, so a marginal facet present in the seed persists. Outside the marginal case, the speeds thus decide whether a facet finally survives, and the seed affects when a doomed facet dies. Whether a marginal facet shows at all depends on the seed.

Following the edges of a growing polygon, all moving together, tests this history. In 40 runs, each with 14 edges of random speed tangent to a circle, edges were deleted when their length reached zero. In all, 140 edges were lost, and the remaining ones were the hull vertices in every run.

**Growth on a mask**

In selective epitaxy the seed sits in a window of a mask at z = 0, and the crystal must satisfy z ≥ 0. If the mask only blocks growth, it acts as a facet of normal −e_z and speed zero, whose point would lie at infinity. The remedy is to measure distances from a point tc that moves inside the crystal. With x = t(c + y),

n_i·y ≤ v_i − n_i·c, and −e_z·y ≤ c_z.

All the right-hand sides are positive because c is an interior point. The hull test now applies with v_i replaced by v_i − n_i·c and with c_z as the speed of the mask.

If the speeds are mirror-symmetric about the mask plane, no shift is needed. A point with z > 0 on a downward-facing facet would have a mirror image beyond that plane, which is impossible. The masked crystal is then the upper half of the free one.

**The algorithm**

1. List the normals and speeds, with all symmetry-related facets. For an unsymmetric masked crystal, add the mask, shift the origin by c as above, and use the shifted speeds v_i − n_i·c (c_z for the mask) in place of v_i in all the steps below. The corners and critical speeds then refer to the shifted origin; add c to each corner and n_i·c to each critical speed to return to the original one.
2. Form p_i = n_i/v_i and compute the hull. Its vertices are the surviving facets.
3. Turn each hull face a·p = 1 into a crystal corner a.
4. For each facet, remove its point, find the corners of the remaining body and take the largest n_i·x. This is v_i^c. If the remaining body is unbounded, v_i^c is infinite.
5. Treat v_i close to v_i^c as undecided, since rounding or a small error in the speeds can reverse the verdict.

For four random crystals of 30 facets each, 91 of the 120 facets survived. A direct search for a point on each plane strictly behind all the others gave the same list.

**Worked example: four facet families on a (001) substrate**

Take a cubic crystal with model speeds of 50, 45, 30 and 36 nm/min for {001}, {110}, {111} and {113}. There are 6 + 12 + 8 + 24 = 50 points. For a symmetry family, the useful critical speed is that of the whole family, with the other families held fixed. It is the largest n·x on the body built without the family. Below it the planes cut that body, and by symmetry every member gains area. It can exceed the single-facet value of step 4, where the other members keep their speed: for one {113} facet that value is 39.67 nm/min, against 45.82 nm/min for the family.

For (001), add two normals: (1, 1, 3) + (−1, −1, 3) = (0, 0, 6). With the factors 1/√11, this gives

e_z = (√11/6)(n_113 + n_−1−13).

Applying both plane inequalities gives z ≤ (√11/6)·2v_113, so

v_001^c = √11 v_113/3 = 39.80 nm/min.

The point (0, 0, 39.80) satisfies the other inequalities, so the limit is reached. Since 50 > 39.80, {001} is absent. In the same way:

- (1, 1, 1) + (1, 1, −1) = 2(1, 1, 0) gives v_110^c = √(3/2) v_111 = 36.74 nm/min. Since 45 is larger, {110} is absent.
- (3, 1, 1) + (1, 3, 1) + (1, 1, 3) = 5(1, 1, 1) gives v_111^c = 3√11 v_113/(5√3) = 41.36 nm/min. Since 30 is smaller, {111} survives.
- (1, 1, 3) = (1, 1, 1) + 2(0, 0, 1) gives v_113^c = (√3 v_111 + 2v_001)/√11 = 45.82 nm/min. Since 36 is smaller, {113} survives.

The sums alone give upper limits. The numerical hulls confirm that these limits are reached for the present speeds; other speeds may bring other planes into play.

Absence can depend on a third family. Without {113}, the {111} planes would meet above the seed at √3 × 30 = 52 nm/min, and (001) at 50 nm/min would survive. It is {113} that removes it.

The hull has 32 vertices: 8 {111} and 24 {113}. Half of them, 16 facets, lie above the mask. After 20 min the height is 39.80 × 20 = 796 nm, and the half-width on the mask along [110] is 36.74 × 20 = 735 nm. The areas above the mask are 2.358 µm² of {111} and 0.883 µm² of {113}. Pyramids from the seed point to the facets, with heights 0.60 and 0.72 µm, give the volume

(0.60 × 2.358 + 0.72 × 0.883)/3 ≈ 0.6835 µm³.

**A window instead of a point**

Let the seed fill a square window 100 nm wide with edges along <110>, and let u be the distance from its centre along [110]. For a (113) plane, n·x = (√2 u + 3z)/√11, and its initial distance is √2 a/√11, with a = 50 nm. On the top facet z = v_001 t, so this plane limits u to

u = a − (3v_001 − √11 v_113) t/√2.

Setting u = 0 gives the life of the top facet:

t = √2 a/(3v_001 − √11 v_113) = 70.7/(150 − 119.4) min = 2.31 min.

Maximising t with all 50 planes and the mask included gives the same value, so no other plane closes the top earlier. The crystal is then 116 nm high. The life is proportional to the window width and tends to zero for a point seed. If v_001 is set to its critical value of 39.80 nm/min, the bracket is zero: the top is still 100 nm wide after 10 min and after 100 min.

**How far the model can be trusted**

The speeds are round values in the rough regime of selective silicon epitaxy near 1073 K, where {111} and {113} facets are familiar. Real rates depend strongly on gas composition, pressure and temperature. A 20 min run is long for device layers, which are often only tens of nanometres thick. In this model, such a layer in a 100 nm window would still have its (001) top. The mask here has no thickness, so the crystal spreads over it from the start and is about 135 nm in half-width when the top closes. A real window is recessed, and its sidewalls confine a thin layer.

One assumption at risk is that facets grow independently, because adatoms can cross edges. Suppose they do so within 10 nm of an edge. Facet perimeter times 10 nm, divided by facet area, estimates the affected share after 20 min: about 5 % for {111} and somewhat under 20 % for {113}. If v_113 were higher by the latter share throughout the run, v_001^c would rise in proportion. The actual v_001 exceeds v_001^c by 25.6 %, so a fixed rise of 17.5 % would leave (001) absent. This estimate is not self-consistent, however. The {113} facets are triangles whose size is proportional to √3 v_111 − v_001^c. The rise reduces this difference from 12.2 to 5.2 nm/min and lifts the share to about 41 %, which is above the excess. The share is also larger earlier in the run: for the unperturbed shape it varies as 1/t and equals the excess at about 14 min. The position of a plane depends on its speed over the whole run, so an (001) facet formed early could outlast that time. If edge exchange is this strong, the absence of (001) is therefore not secure even after 20 min. The window life of 2.31 min is likewise a result of the ideal model that edge exchange could change substantially.

Averaged over the crystal, capillarity raises the chemical potential by about 2γΩ/(v_111 t); the shift of a single facet can differ considerably from this average. With a rough surface energy γ = 1.3 J/m² and atomic volume Ω = 0.020 nm³, this is about 11 meV after 1 min, or 12 % of kT, and about 0.5 meV after 20 min. Its effect on the speeds depends on the driving force for growth, which the model does not specify.

Temperature changes the speed ratios. If the activation energy of v_001 exceeds that of v_113 by an assumed ΔE = 0.3 eV, the (001) facet becomes marginal at the temperature T′ given by

1/T′ = 1/T + (k/ΔE) ln(v_001/v_001^c).

With T = 1073 K this gives T′ ≈ 1000 K, provided {113} still forms the apex. Cooling by about 70 K would then be enough to reverse the verdict on (001). Gas depletion, defects and further facet families are left out; a family missing from the list would change the hull itself if its speed were below its critical speed. The full set of values is in the numerical output.

Values computed for the example and the checks

```
random 3D facets tested: 120, surviving: 91
polygon edges lost in 40 growth runs: 140
{001} speed 50.0 nm/min, 1/speed 0.02000 min/nm
{001} critical speed 39.80 nm/min, surviving 0 of 6
{110} speed 45.0 nm/min, 1/speed 0.02222 min/nm
{110} critical speed 36.74 nm/min, surviving 0 of 12
{111} speed 30.0 nm/min, 1/speed 0.03333 min/nm
{111} critical speed 41.36 nm/min, surviving 8 of 8
{113} speed 36.0 nm/min, 1/speed 0.02778 min/nm
{113} critical speed 45.82 nm/min, surviving 24 of 24
hull vertices: 32 of 50 points
free crystal: 30 corners, 60 edges
facets above the mask: 16
growth time: 20 min
height above mask: 796.0 nm
half-width on mask along [110]: 734.8 nm
{111} area above mask: 2.3578 um2
{113} area above mask: 0.8830 um2
volume above mask: 0.6835 um3
volume ratio, quadrature/hull: 0.999998
window width: 100 nm
life of top (001) facet: 2.311 min
height when it vanishes: 115.5 nm
marginal (001) width at 10 min: 100.00 nm
marginal (001) width at 100 min: 100.00 nm
(001) speed excess over critical: 25.6 %
assumed exchange length: 10 nm
{111} edge-zone estimate at end: 4.9 %
{113} edge-zone estimate at end: 17.5 %
time when {113} estimate equals excess: 13.6 min
assumed surface energy: 1.3 J/m2
assumed atomic volume: 0.020 nm3
temperature: 1073 K
thermal energy: 92.5 meV
capillary shift at 1 min: 10.82 meV, 11.70 % of kT
capillary shift at 20 min: 0.54 meV, 0.59 % of kT
assumed activation difference: 0.3 eV
temperature where (001) is marginal: 1002 K
```
